# Unfolding weights of supercell states and their sum rule, part 2

A plane-wave calculation for an alloy uses a supercell, so its states at supercell wavevector $\mathbf K$ mix several primitive wavevectors. The unfolding weights measure each share; the question now is how disorder spreads them.

The rows of $a$ and $A=Na$ are the primitive and supercell lattice vectors, with $N$ an integer matrix and $n=|\det N|$. The plane waves $|\mathbf K+\mathbf G\rangle$, orthonormal over the supercell, fall into $n$ classes modulo primitive reciprocal vectors $\mathbf g$, with representatives $\mathbf G_j$ and $\mathbf k_j=\mathbf K+\mathbf G_j$. For the $n$ primitive translations $\mathbf t$, $T_{\mathbf t}\psi(\mathbf r)=\psi(\mathbf r+\mathbf t)$. The projector $P_j$ keeps class $j$:
$$P_j|\mathbf K+\mathbf G\rangle=s\,|\mathbf K+\mathbf G\rangle,\qquad s=\frac1n\sum_{\mathbf t}e^{i(\mathbf G-\mathbf G_j)\cdot\mathbf t}. \tag{7}$$
Here $s=1$ within the class and 0 otherwise; $P_jP_{j'}=\delta_{jj'}P_j$ and $\sum_jP_j=\mathbb 1$.

A normalized eigenstate $\psi_m$ of the Hamiltonian $H$, with energy $E_m$ and coefficients $C_m(\mathbf G)$, has weights
$$W_m(\mathbf k_j)=\langle\psi_m|P_j|\psi_m\rangle=\sum_{\mathbf g}|C_m(\mathbf G_j+\mathbf g)|^2,\qquad \sum_jW_m(\mathbf k_j)=1. \tag{15}$$
With primitive-crystal Bloch states $|\mathbf k_j\nu\rangle$ complete in the class,
$$W_m(\mathbf k_j)=\sum_\nu|\langle\mathbf k_j\nu|\psi_m\rangle|^2. \tag{12}$$
Over all states of the finite basis,
$$\sum_m W_m(\mathbf k_j)=M_j, \tag{13}$$
where $M_j$ is the number of plane waves in class $j$.

In a perfect crystal $H$ commutes with every $P_j$, so each nondegenerate eigenstate has weights 0 or 1. For degenerate states only the summed weights are independent of the orthonormal choice.

The example is a zincblende alloy A$_3$B in the eight-atom cubic cell, $n=4$: one B and three A atoms on the cation sites, and a common anion. Atom $s$ at $\boldsymbol\tau_s$ is a well $-D_s e^{-|\mathbf r-\boldsymbol\tau_s|^2/w^2}$, with depths 20 eV (A), 30 eV (B) and 40 eV (anion), and $w=0.12$ nm. The cubic lattice constant, also written $a$, is 0.56 nm; the kinetic cutoff is 70 eV and $\mathbf K=(0.10,0.20,0.05)$ in units of $2\pi/a$. The perfect A crystal has A on all cation sites. The table mentioned below gave the weights of the eight lowest alloy states to three decimals; the numerical output at the end repeats them with more digits.

### The alloy as a virtual crystal plus a remainder

For a general supercell Hamiltonian, separate the part that preserves the class from the part that changes it:
$$H=\bar H+U,\qquad \bar H=\sum_jP_jHP_j,\qquad U=\sum_{j\neq j'}P_jHP_{j'}. \tag{17}$$
The first part is the average of $H$ over primitive translations. To show this, note that on class $j$ a translation multiplies by $e^{i\mathbf k_j\cdot\mathbf t}$, because $e^{i\mathbf g\cdot\mathbf t}=1$. Hence $T_{\mathbf t}=\sum_je^{i\mathbf k_j\cdot\mathbf t}P_j$ and
$$\frac1n\sum_{\mathbf t}T_{\mathbf t}HT_{\mathbf t}^\dagger
=\sum_{jj'}P_jHP_{j'}\ \frac1n\sum_{\mathbf t}e^{i(\mathbf G_j-\mathbf G_{j'})\cdot\mathbf t}
=\sum_jP_jHP_j=\bar H. \tag{18}$$
The phase sum is the one that defined the projector: it is 1 for $j=j'$ and 0 otherwise.

The kinetic energy commutes with translations and is unaffected by the average. A local potential $V(\mathbf r)$ becomes $n^{-1}\sum_{\mathbf t}V(\mathbf r+\mathbf t)$. If the atoms sit on undisplaced lattice sites and the potential is a sum of fixed atomic terms, as in this model, each cation site receives the composition average of the atomic potentials. This is the virtual crystal. In the example all wells have the same width, so the average is a single well of depth
$$\frac{30+3\times20}{4}\ \text{eV}=22.5\ \text{eV}.$$
The spectra of the four blocks of $H$ were tested against primitive-cell calculations with this depth and agreed. With displaced atoms, $\bar H$ is still the translation average, but it contains wells spread over several positions and is no longer the simple virtual crystal. In a self-consistent calculation the potential of each atom depends on its surroundings, so $\bar H$ need not equal the Hamiltonian of a separately converged virtual crystal.

By construction $U$ has no matrix elements within a class. Fractional weights of nondegenerate states thus require a nonzero $U$: if $U=0$, then $H$ commutes with each $P_j$ and the argument for the perfect crystal applies.

### Leakage for weak disorder

Let $|0\rangle$ be a nondegenerate eigenstate of $\bar H$ with energy $E_0$, belonging to class $j_0$. Consider $\bar H+\lambda U$ and write the perturbed state as $|0\rangle+\lambda|\psi^{(1)}\rangle+\dots$ with energy $E_0+\lambda E^{(1)}+\dots$. Collecting the terms of first order in $\lambda$,
$$(E_0-\bar H)|\psi^{(1)}\rangle=\big(U-E^{(1)}\big)|0\rangle. \tag{19}$$
Projection on $\langle0|$ makes the left side vanish and gives $E^{(1)}=\langle0|U|0\rangle=0$, because $U$ is purely off-class. Projection on a virtual-crystal state $\langle\mathbf k_j\nu|$ of energy $E_{j\nu}$ gives
$$\langle\mathbf k_j\nu|\psi^{(1)}\rangle=\frac{\langle\mathbf k_j\nu|U|0\rangle}{E_0-E_{j\nu}} .$$
The numerator vanishes for $j=j_0$. Squaring and summing over the complete set $\nu$ gives the weight in another class,
$$W(\mathbf k_j)=\lambda^2\sum_\nu\frac{|\langle\mathbf k_j\nu|U|0\rangle|^2}{(E_0-E_{j\nu})^2}+O(\lambda^3),\qquad j\ne j_0. \tag{20}$$
Normalizing the perturbed state changes this only from order $\lambda^4$ on. The sum rule then fixes the remaining weight without a further calculation: $W(\mathbf k_{j_0})=1-\sum_{j\neq j_0}W(\mathbf k_j)$. What counts in each term is the ratio of the coupling to the energy difference. Within (20), a close virtual-crystal level at another $\mathbf k_j$ therefore causes large leakage when the direct coupling to it is not small compared with the gap. A small direct coupling is no guarantee: two close levels are also coupled at second order through distant levels, by terms of the size of a product of two matrix elements of $U$ divided by the distance to those levels, and they mix strongly if this exceeds their gap. In either case the expansion fails, and the coupled states must be diagonalized together. Alloy states 2 to 4 show that closeness alone is not enough: they lie within 0.17 eV of each other, yet each keeps at least 94 percent of its weight at one wavevector.

Formula (20) was tested by diagonalizing with $\lambda=+0.02$ and $\lambda=-0.02$ and averaging the two weights, which removes the cubic term. The averages divided by $\lambda^2$ agreed with the coefficients in (20) within the test tolerance of 1 percent of the coefficient.

At full strength, $\lambda=1$, the approximation is poor for this alloy. The lowest virtual-crystal state is at $\mathbf k_1$. For it, (20) predicts weights of 0.006, 0.011 and 0.006 at $\mathbf k_2,\mathbf k_3,\mathbf k_4$, while the full calculation gives 0.014, 0.023 and 0.013. The total leakage is 0.050 against a predicted 0.023, so the leading order accounts for somewhat less than half of it. The order of the three wavevectors by weight is reproduced. The leading-order weights (20) should therefore not replace the projection when the species differ this much.

### A state without a dominant wavevector

State 5 of the alloy lies at −13.54 eV, whereas the fifth level of the perfect A crystal lies at −10.10 eV. From the unrounded energies, the difference is $-3.45$ eV. For comparison, the lowest level moves from −18.07 to −18.71 eV, by −0.64 eV. The weights of state 5 are 0.116, 0.302, 0.273 and 0.309. A state that does not overlap its translates would have the equal value $1/n=0.25$; three of the weights are near it, and the first is somewhat less than half of it.

Both facts would fit a state drawn towards the deeper B well and concentrated near it. This is a conjecture, since the spatial density was not computed and the weights alone cannot establish localization. To decide the matter, one would compute the density around each site and see whether it stays concentrated near a B atom as the supercell around that atom is enlarged.

### Spectral functions and their moments

An effective band structure displays, at each primitive wavevector, the function
$$A(\mathbf k_j,E)=\sum_mW_m(\mathbf k_j)\,\delta(E-E_m). \tag{21}$$
Its integral over all energies is the number of plane waves in class $j$, as shown in the first half, and grows with the cutoff. The value one belongs to the sum over $\mathbf k_j$ for a single state. A normalization test applied to a column of the plot, at fixed $\mathbf k_j$, therefore tests a different statement from a test applied to one state.

A function with unit area results when (21) is resolved into virtual-crystal states. For $|0\rangle$, define
$$A_0(E)=\sum_m|\langle0|\psi_m\rangle|^2\,\delta(E-E_m). \tag{22}$$
Completeness of the $\psi_m$ gives $\int A_0\,dE=1$. The mean energy is
$$\int E\,A_0\,dE=\langle0|H|0\rangle=E_0+\langle0|U|0\rangle=E_0. \tag{23}$$
For the variance, $(H-E_0)|0\rangle=(\bar H-E_0)|0\rangle+U|0\rangle=U|0\rangle$, and therefore
$$\int(E-E_0)^2A_0\,dE=\langle0|(H-E_0)^2|0\rangle=\langle0|U^2|0\rangle. \tag{24}$$
These relations hold at any strength of $U$, within the chosen basis. Disorder leaves the centre of the distribution at the energy $E_0$ of the translation-averaged Hamiltonian $\bar H$, even though the main peak can move.

In the example the virtual-crystal level and the computed spectral mean are both −18.51 eV, and the root-mean-square width is 0.99 eV. The main alloy state lies at −18.71 eV, only 0.19 eV below the mean. Its share $|\langle0|\psi_1\rangle|^2$ cannot exceed its weight 0.950 at $\mathbf k_1$, because $|0\rangle$ is one of the states in that class. Its contribution to the variance is thus at most
$$0.950\times(0.194\ \text{eV})^2=0.036\ \text{eV}^2,$$
out of a total of $(0.9875\ \text{eV})^2=0.975\ \text{eV}^2$. More than 96 percent of the variance comes from the shares in other states. The root-mean-square width is then a poor measure of the visible width of the main peak, and it should not be read as an inverse lifetime.

### Bases with an overlap operator

In ultrasoft-pseudopotential and projector augmented-wave calculations, the smooth wavefunction satisfies a generalized eigenvalue equation $HC=E\,SC$ with the normalization $C^\dagger SC=1$. Writing $C^\dagger C=C^\dagger SC-C^\dagger(S-1)C$ gives the sum of the bare weights:
$$\sum_j\sum_{\mathbf g}|C(\mathbf G_j+\mathbf g)|^2=C^\dagger C=1-C^\dagger(S-1)C. \tag{25}$$
The classes still partition the plane waves, but the smooth function does not have unit norm. The difference is the augmentation part $C^\dagger(S-1)C$. It is nonnegative for every state if $S-1$ has no negative eigenvalues; if $S-1$ has eigenvalues of both signs, the sign can differ from state to state.

As an illustration, let $S=1+q\sum_s|\beta_s\rangle\langle\beta_s|$, with $q=0.3$ and one normalized Gaussian projector $\beta_s\propto e^{-|\mathbf r-\boldsymbol\tau_s|^2/w^2}$ on each anion, with the width $w=0.12$ nm of the wells. The numbers below depend on this width. Then
$$C^\dagger C=1-q\sum_s|\langle\beta_s|C\rangle|^2 .$$
For the lowest state of the resulting generalized problem, the augmentation part is 0.126 and the bare weights sum to $1-0.126=0.874$. This $S$ is a model operator that shows the size such an effect can have; it does not belong to a published pseudopotential.

Two ways to restore a sum of one are the following.

- Divide each bare weight by $C^\dagger C$. The result describes the smooth part of the wavefunction alone, and neglects any different distribution of the augmentation charge among the $\mathbf k_j$.
- Apply the translation projector to the reconstructed full wavefunction, with its norm of one. The derivation of the projector used translations and the ordinary inner product, so the weights are again nonnegative and sum to one.

A sum that differs from one in a norm-conserving calculation has no such origin. It points to an unnormalized state, a list of $\mathbf k_j$ with omissions or duplicates, or plane waves that were counted in no class or in several. A sum of one does not prove that the classes are right: if each plane wave is put in exactly one class, but some in the wrong one, the sum is still one.

### Use in an implementation

For a supercell given by $N$, the calculation proceeds as follows.

1. Express each plane wave by its integer row $p$ in the supercell reciprocal basis, and compute the label $p\,[\operatorname{adj}(N)]^T\bmod n$.
2. Check that $n$ distinct labels occur, and choose one representative for each to define $\mathbf k_j$.
3. Add $|C_m(\mathbf G)|^2$ within each label. For two-component spinors, add both components, since a translation acts on each of them alike and the norm contains both.
4. Check the sum over labels for every state, then combine degenerate states.

The primitive wavevectors refer to the lattice defined by $a=N^{-1}A$, with $a$ and $A$ again the matrices of lattice vectors. If the supercell has been relaxed or strained, this is the correspondingly strained primitive lattice, and $\mathbf k_j$ has to be converted with its reciprocal vectors. If one insists on a reference lattice for which $AA_{\rm ref}^{-1}$ is not an integer matrix, where $A_{\rm ref}$ holds the reference vectors, the reference reciprocal vectors are not all supercell reciprocal vectors and the classes are undefined.

The sum rule says nothing about convergence, because it holds at any cutoff. In the example, raising the cutoff from 70 to 110 eV changed the weights of the eight lowest states by at most 0.004 in absolute terms, so the third decimal of the weights in the table is not converged for every entry. The energies quoted also belong to the 70 eV basis; those of the eight lowest alloy states shift by up to about 0.06 eV at 110 eV. Replacing the complete class by the four lowest virtual-crystal bands at each $\mathbf k_j$ recovers 0.998 of the norm of state 1. That deficit comes from the truncated band sum and is absent when the plane-wave coefficients are used directly. Values with more digits are in the numerical output below.

## Computed values

```
lattice constant 0.56 nm, Gaussian width 0.12 nm
well depths A, B, anion: 20, 30, 40 eV
mean cation depth 22.5 eV; cutoff 70 eV
primitive cells in supercell n = 4; matrices tested: 30
K in 2pi/a: [0.1  0.2  0.05]
k1 in 2pi/a: [0.1  0.2  0.05], plane waves: 60
k2 in 2pi/a: [1.1  0.2  0.05], plane waves: 59
k3 in 2pi/a: [0.1  1.2  0.05], plane waves: 58
k4 in 2pi/a: [0.1  0.2  1.05], plane waves: 58
plane waves in supercell basis: 235
alloy: state, energy (eV), W(k1) W(k2) W(k3) W(k4), sum
1 -18.7060 0.95030 0.01426 0.02279 0.01265 1.0000000000
2 -17.5190 0.01917 0.02426 0.94845 0.00812 1.0000000000
3 -17.3894 0.00254 0.94845 0.02874 0.02027 1.0000000000
4 -17.3591 0.00105 0.02368 0.00417 0.97110 1.0000000000
5 -13.5413 0.11623 0.30220 0.27300 0.30856 1.0000000000
6 -10.1697 0.00019 0.46200 0.00432 0.53348 1.0000000000
7 -10.0630 0.00033 0.19529 0.69009 0.11428 1.0000000000
8 -7.9287 0.73113 0.09381 0.04664 0.12841 1.0000000000
perfect A crystal: state, energy (eV), index of k with weight 1
1 -18.0675 k1
2 -17.1077 k3
3 -17.0049 k2
4 -16.9786 k4
5 -10.0962 k4
6 -10.0658 k2
7 -9.9043 k3
8 -7.1620 k1
displaced anion, shift per axis (nm): -0.01
its state 1 weights: 0.86255 0.04166 0.05937 0.03642
largest gap, coefficient vs translation weights: 1.2e-15
X triplet energy at K=0: -16.9924 eV
equal X mixture, weights G,X,X,X: 0.0000 0.3333 0.3333 0.3333
triplet-summed weights G,X,X,X: 0.0000 1.0000 1.0000 1.0000
lowest virtual-crystal energy: -18.5123 eV at k1
second-order leakage to other k: 0.00647 0.01118 0.00562
full alloy state 1, other k: 0.01426 0.02279 0.01265
spectral mean -18.5123 eV, rms width 0.9875 eV
state 1 weight in 4 bands per k: 0.998433
largest weight change, cutoff 70 to 110 eV: 3.8e-03
overlap case: strength 0.3, bare weight sum 0.87429
overlap case: augmentation part 0.12571
```
